# Which way do vacancies flow near a void under tension?: test program

```python
"""
Result under test: with vacancies in local equilibrium with boundaries,
    J_v = -(D_a/kT) d(sigma_n)/dx   and   J_a = -J_v,
so vacancies flow down the gradient of tension, toward a void.
sigma_n: normal traction on source boundaries (tension positive)
sigma_h: mean stress; D_a = c_v*D_v: atomic diffusivity
Omega: atomic volume; V_rel: vacancy relaxation volume
V_mig: migration volume; B: effective modulus of the confined line
kappa = D_a*B*Omega/kT: diffusivity of stress
Internal units: nm, s, eV, K; stresses in MPa unless converted.
Material parameters are rough typical values for silver interconnects.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import erf, gammaln

MPA = 1e6 * 1e-27 / const.e             # eV/nm^3 in one MPa
KB = const.k / const.e                  # eV/K
HOUR = 3600.0

# Inputs
temperature = 473.0
lattice_constant = 0.409
omega = lattice_constant**3 / 4
length, width, grain = 20000.0, 200.0, 100.0
boundary_width = 0.5
modulus, stress0 = 50000.0, 250.0
void_radius, gamma_si = 100.0, 1.1
gamma = gamma_si * 1e-18 / const.e      # eV/nm^2
d0_cm2 = 0.03
d0 = d0_cm2 * 1e14                      # nm^2/s
e_form, e_mig = 0.5, 0.4                # boundary vacancy, eV
v_rel, v_mig = -0.2, 0.1                # in units of Omega
kt = KB * temperature


def stress_diffusivity(temp):
    thermal = KB * temp
    d_atom = d0 * np.exp(-(e_form + e_mig) / thermal)
    d_atom *= boundary_width / grain
    return d_atom * modulus * MPA * omega / thermal


d_vac = d0 * np.exp(-e_mig / kt)
d_eff = d_vac * np.exp(-e_form / kt) * boundary_width / grain
kappa = stress_diffusivity(temperature)
stress_void = 2 * gamma / void_radius / MPA
drop = stress0 - stress_void
s0 = stress0 * MPA * omega / kt         # reduced tension
s_void = stress_void * MPA * omega / kt

# Equilibrium concentration from an explicit sum over vacancy number.
# The formation energy is small here so that the sum is well populated.
atoms = 4000
numbers = np.arange(0, 1500)


def summed_fraction(load_work):
    logw = gammaln(atoms + numbers + 1) - gammaln(numbers + 1)
    logw = logw - gammaln(atoms + 1) - numbers * (4.0 - load_work)
    weights = np.exp(logw - logw.max())
    mean = np.sum(numbers * weights) / np.sum(weights)
    return mean / (atoms + mean)


work = s0 + v_rel * 0.7 * s0
for load in (0.0, work):
    assert abs(summed_fraction(load) / np.exp(load - 4.0) - 1) < 1e-3

# Microscopic hopping chain. Stresses are multiplied by Omega/kT;
# concentration is relative to its stress-free equilibrium value.
sites = 400
x = np.linspace(0, 1, sites)
xm = (x[1:] + x[:-1]) / 2
step = x[1] - x[0]
sn = s_void + (s0 - s_void) * np.sin(np.pi * x / 2)
snm = s_void + (s0 - s_void) * np.sin(np.pi * xm / 2)
slope = (s0 - s_void) * np.pi / 2 * np.cos(np.pi * xm / 2)
sh = s0 * (0.6 + 0.4 * x**2)
shm = s0 * (0.6 + 0.4 * xm**2)


def hop_rates(mean_stress, relax):
    middle = (mean_stress[1:] + mean_stress[:-1]) / 2
    saddle = middle * (relax + v_mig)
    right = np.exp(saddle - mean_stress[:-1] * relax)
    left = np.exp(saddle - mean_stress[1:] * relax)
    return right, left


def solve_chain(mean_stress, relax, exchange, target):
    right, left = hop_rates(mean_stress, relax)
    diagonal = exchange.copy()
    diagonal[:-1] += right
    diagonal[1:] += left
    matrix = np.diag(diagonal) - np.diag(left, 1) - np.diag(right, -1)
    conc = np.linalg.solve(matrix, exchange * target)
    return conc, right * conc[:-1] - left * conc[1:]


everywhere = np.ones(sites)
everywhere[0] = 1000.0
chain_error = 0.0
for relax in (-0.2, 0.0, 0.3):
    target = np.exp(sn + relax * sh)
    conc, flux = solve_chain(sh, relax, everywhere, target)
    predicted = -np.exp(v_mig * shm + snm + relax * shm) * slope * step
    error = np.max(abs(flux - predicted)) / np.max(abs(predicted))
    chain_error = max(chain_error, error)
    assert error < 0.01                 # finite source rate and spacing
    assert np.all(flux[:-5] < 0)

# Split of the flux into diffusion and elastic drift for equal stresses.
target = np.exp((1 + v_rel) * sn)
conc, flux = solve_chain(sn, v_rel, everywhere, target)
mid = sites // 2
fick = -np.exp(v_mig * snm[mid]) * (conc[mid + 1] - conc[mid])
fick_share = fick / flux[mid]
assert abs(fick_share - (1 + v_rel)) < 0.01
assert conc[-1] > conc[0] and flux[mid] < 0

# Drift of a uniform vacancy population with no sources.
right, left = hop_rates(sh, v_rel)
drift = right - left
drift_formula = np.exp(v_mig * shm) * v_rel * 0.8 * s0 * xm * step
assert np.max(abs(drift - drift_formula)) < 0.005 * np.max(abs(drift))
assert np.all(drift < 0)

# Sources only at the ends: equilibrium ends, then excess at low tension.
ends = np.zeros(sites)
ends[[0, -1]] = 1000.0
target = np.exp(sn + v_rel * sh)
_, normal_flux = solve_chain(sh, v_rel, ends, target)
excess_factor = 10.0
target[0] *= excess_factor
_, excess_flux = solve_chain(sh, v_rel, ends, target)
assert np.all(normal_flux < 0) and np.all(excess_flux > 0)

# Elastic field around a traction-free spherical void.
r, a, S, lam, mu = sp.symbols("r a S lambda mu", positive=True)
A, C = sp.symbols("A C")
u = A * r + C / r**2
trace_strain = sp.diff(u, r) + 2 * u / r
radial = lam * trace_strain + 2 * mu * sp.diff(u, r)
hoop = lam * trace_strain + 2 * mu * u / r
assert sp.simplify(sp.diff(radial, r) + 2 * (radial - hoop) / r) == 0
coeff = sp.solve([radial.subs(r, a), sp.limit(radial, r, sp.oo) - S],
                 [A, C], dict=True)[0]
hoop_ratio = sp.simplify(hoop.subs(coeff).subs(r, a) / S)
mean_field = sp.simplify((radial + 2 * hoop).subs(coeff) / 3)
assert hoop_ratio == sp.Rational(3, 2)
assert sp.simplify(mean_field - S) == 0

# Capillary tension from the energy of removing one atom.
volume = 4 * np.pi * void_radius**3 / 3
new_radius = (3 * (volume + omega) / (4 * np.pi))**(1 / 3)
area_change = 4 * np.pi * (new_radius**2 - void_radius**2)
capillary = gamma * area_change / omega / MPA
assert abs(capillary / stress_void - 1) < 1e-5
critical_radius = 2 * gamma / (stress0 * MPA)


def minus_void_energy(radius):
    surface = 4 * np.pi * gamma * radius**2
    return -(surface - stress0 * MPA * 4 * np.pi * radius**3 / 3)


barrier = minimize_scalar(minus_void_energy, bounds=(1, 13),
                          method="bounded", options={"xatol": 1e-7})
assert abs(barrier.x / critical_radius - 1) < 1e-4

# Relaxation of the line and growth of the void by finite volumes.
cells = 400
dx = length / cells
centres = (np.arange(cells) + 0.5) * dx
gaps = np.full(cells, dx)
gaps[0] = dx / 2
times = np.array([10.0, 200.0]) * HOUR


def relax_line(activation, end_times):
    """activation: logarithmic rise of diffusivity per MPa"""
    def rate(_, stress):
        full = np.concatenate(([stress_void], stress))
        middle = (full[1:] + full[:-1]) / 2
        flow = kappa * np.exp(activation * middle) * np.diff(full) / gaps
        return np.diff(np.append(flow, 0.0)) / dx
    solution = solve_ivp(rate, (0, end_times[-1]),
                         np.full(cells, stress0), t_eval=end_times,
                         method="LSODA", lband=1, uband=1,
                         rtol=1e-7, atol=1e-6)
    assert solution.success
    growth = np.sum(stress0 - solution.y, axis=0) * dx / modulus
    return growth, solution.y


def early_growth(time):
    return 2 * drop / modulus * np.sqrt(kappa * time / np.pi)


final_growth = length * drop / modulus


def series_growth(time):
    roots = (np.arange(300) + 0.5) * np.pi
    terms = 2 / roots**2 * np.exp(-roots**2 * kappa * time / length**2)
    return final_growth * (1 - np.sum(terms))


growth, profiles = relax_line(0.0, times)
early_profile = stress_void + drop * erf(
    centres / (2 * np.sqrt(kappa * times[0])))
assert abs(growth[0] / early_growth(times[0]) - 1) < 0.005
assert np.max(abs(profiles[:, 0] - early_profile)) < 0.005 * drop
for value, time in zip(growth, times):
    assert abs(value / series_growth(time) - 1) < 0.005
late, _ = relax_line(0.0, np.array([20 * length**2 / kappa]))
assert abs(late[0] / final_growth - 1) < 1e-3

# Sizes of omitted effects and values for the worked example.
activation = (1 + v_rel + v_mig) * omega * MPA / kt
growth_stress, _ = relax_line(activation, times)
gradient = drop / np.sqrt(np.pi * kappa * times[0])
growth_rate = early_growth(times[0]) / (2 * times[0])
atom_rate = growth_rate * width**2 / omega
vacancy_ratio = np.exp((1 + v_rel) * (s0 - s_void))
stock = length * boundary_width / grain * np.exp(
    -e_form / kt + (1 + v_rel) * s0)
assert stock < 0.01 * final_growth
lattice_d0_cm2, lattice_energy = 0.4, 1.9
lattice_ratio = lattice_d0_cm2 * 1e14 * np.exp(-lattice_energy / kt) / d_eff
interface_factor = np.sqrt(1 + 4 * grain / width)
half_radius_drop = stress0 - 2 * stress_void
energy_error = 0.05
energy_factor = np.exp(energy_error / (2 * kt))
use_temperature, expansion_difference = 373.0, 16e-6
added_stress = (3 * expansion_difference * modulus
                * (temperature - use_temperature))
slow_factor = kappa / stress_diffusivity(use_temperature)
use_time = times[0] / HOUR * slow_factor
use_time_stressed = use_time * (drop / (drop + added_stress))**2


def show(label, value, unit="", digits=4):
    print(f"{label}: {float(value):.{digits}g} {unit}".rstrip())


print("Silver line; material inputs are rough typical values")
show("Temperature", temperature, "K")
show("Lattice constant", lattice_constant, "nm")
show("Atomic volume", omega, "nm^3")
show("Line length", length, "nm", 5)
show("Line width and height", width, "nm")
show("Grain size", grain, "nm")
show("Boundary width", boundary_width, "nm")
show("Effective modulus B", modulus, "MPa", 5)
show("Initial tension", stress0, "MPa")
show("Void radius", void_radius, "nm")
show("Surface energy", gamma_si, "J/m^2")
show("Boundary diffusion prefactor", d0_cm2, "cm^2/s")
show("Boundary vacancy formation energy", e_form, "eV")
show("Boundary vacancy migration energy", e_mig, "eV")
show("Relaxation volume / atomic volume", v_rel)
show("Migration volume / atomic volume", v_mig)
show("Thermal energy kT", kt, "eV")
show("Work Omega*sigma0 / kT", s0)
show("Void surface tension-equivalent stress", stress_void, "MPa")
show("Driving stress drop", drop, "MPa")
show("Critical void radius", critical_radius, "nm")
show("Vacancy ratio, far line / void", vacancy_ratio)
show("Fick share of vacancy flux", fick_share)
show("Elastic drift share of vacancy flux", 1 - fick_share)
show("Largest chain flux error / peak flux", chain_error, "", 2)
show("Vacancy excess in counterexample", excess_factor, "times")
show("Fresh void hoop stress / remote tension", hoop_ratio)
show("Effective atomic diffusivity", d_eff, "nm^2/s")
show("Stress diffusivity kappa", kappa, "nm^2/s")
show("Line time L^2/kappa", length**2 / kappa / HOUR, "h")
show("Tension gradient at void, 10 h", gradient * 1000, "MPa/um")
show("Tension 5 um from void, 10 h",
     np.interp(5000, centres, profiles[:, 0]), "MPa")
show("Void growth rate, 10 h", growth_rate * HOUR, "nm/h")
show("Atoms leaving void, 10 h", atom_rate, "1/s")
show("Added void thickness, 10 h, formula", early_growth(times[0]), "nm")
show("Added void thickness, 10 h, numerical", growth[0], "nm")
show("Added void thickness, 200 h, series", series_growth(times[1]), "nm")
show("Added void thickness, 200 h, numerical", growth[1], "nm")
show("Final added void thickness", final_growth, "nm")
show("Thickness from initial vacancy stock", stock, "nm", 2)
show("With stress-dependent D, 10 h", growth_stress[0], "nm")
show("With stress-dependent D, 200 h", growth_stress[1], "nm")
show("Early growth factor, equally fast interfaces", interface_factor)
show("Lattice / boundary transport", lattice_ratio, "", 2)
show("Drive at half void radius / drive", half_radius_drop / drop)
show("Elastic energy / load work", stress0 / (2 * modulus), "", 2)
show("Rim relaxation time scale", void_radius**2 / kappa, "s", 2)
show("Vacancy time across one grain", grain**2 / d_vac, "s", 2)
show("Activation energy uncertainty", energy_error, "eV")
show("Resulting early growth factor", energy_factor, "", 3)
show("Use temperature", use_temperature, "K")
show("Expansion mismatch", expansion_difference, "1/K")
show("Added thermal tension at use", added_stress, "MPa")
show("Time for 10 h growth at use, same stress", use_time, "h", 3)
show("Same, with added tension", use_time_stressed, "h", 3)
print("every check passed")
```

Running it gives:

```
Silver line; material inputs are rough typical values
Temperature: 473 K
Lattice constant: 0.409 nm
Atomic volume: 0.0171 nm^3
Line length: 20000 nm
Line width and height: 200 nm
Grain size: 100 nm
Boundary width: 0.5 nm
Effective modulus B: 50000 MPa
Initial tension: 250 MPa
Void radius: 100 nm
Surface energy: 1.1 J/m^2
Boundary diffusion prefactor: 0.03 cm^2/s
Boundary vacancy formation energy: 0.5 eV
Boundary vacancy migration energy: 0.4 eV
Relaxation volume / atomic volume: -0.2
Migration volume / atomic volume: 0.1
Thermal energy kT: 0.04076 eV
Work Omega*sigma0 / kT: 0.6548
Void surface tension-equivalent stress: 22 MPa
Driving stress drop: 228 MPa
Critical void radius: 8.8 nm
Vacancy ratio, far line / void: 1.612
Fick share of vacancy flux: 0.8
Elastic drift share of vacancy flux: 0.2
Largest chain flux error / peak flux: 0.0013
Vacancy excess in counterexample: 10 times
Fresh void hoop stress / remote tension: 1.5
Effective atomic diffusivity: 3.861 nm^2/s
Stress diffusivity kappa: 505.6 nm^2/s
Line time L^2/kappa: 219.8 h
Tension gradient at void, 10 h: 30.15 MPa/um
Tension 5 um from void, 10 h: 157.1 MPa
Void growth rate, 10 h: 1.098 nm/h
Atoms leaving void, 10 h: 713 1/s
Added void thickness, 10 h, formula: 21.95 nm
Added void thickness, 10 h, numerical: 21.95 nm
Added void thickness, 200 h, series: 83.37 nm
Added void thickness, 200 h, numerical: 83.37 nm
Final added void thickness: 91.2 nm
Thickness from initial vacancy stock: 0.00079 nm
With stress-dependent D, 10 h: 24.94 nm
With stress-dependent D, 200 h: 85.79 nm
Early growth factor, equally fast interfaces: 1.732
Lattice / boundary transport: 5.9e-08
Drive at half void radius / drive: 0.9035
Elastic energy / load work: 0.0025
Rim relaxation time scale: 20 s
Vacancy time across one grain: 6.1e-05 s
Activation energy uncertainty: 0.05 eV
Resulting early growth factor: 1.85
Use temperature: 373 K
Expansion mismatch: 1.6e-05 1/K
Added thermal tension at use: 240 MPa
Time for 10 h growth at use, same stress: 2.94e+03 h
Same, with added tension: 697 h
every check passed
```
